# Why ultrathin-film ellipsometry barely determines the out-of-plane permittivity

## A film in a capacitor

Let a film of thickness $d$ fill the gap of a parallel-plate capacitor, with relative permittivity $\varepsilon_e$ along its normal $z$. The plates fix the displacement $D_z$. The field in the film is $D_z/(\varepsilon_0\varepsilon_e)$, and the voltage is

$$V=\frac{D_z}{\varepsilon_0}\,\frac{d}{\varepsilon_e}.$$

A film with $d=1$ nm and $\varepsilon_e=5$ gives the same voltage as one with $d=1.1$ nm and $\varepsilon_e=5.5$. The measurement yields $d/\varepsilon_e$, and a large $\varepsilon_e$ contributes little because the normal field is screened. If the field lies along the film instead, $E_x$ is fixed, and the displacement integrated over the thickness is proportional to $\varepsilon_o d$, with $\varepsilon_o$ the in-plane permittivity.

Oblique p-polarized light applies both fields at once. The reflection from a very thin film therefore contains $d/\varepsilon_e$, $\varepsilon_o d$ and $d$ itself. What matters is how many combinations of these three can be measured, and with what weights.

## Fields in the film

The film occupies $0<z<d$, with its optic axis along $z$. The ambient $\varepsilon_a$ is real and the substrate $\varepsilon_s\neq\varepsilon_a$ is isotropic. All media are local, nonmagnetic and sharply bounded. Fields vary as $e^{i(\kappa k_0x-\omega t)}$, with $k_0=2\pi/\lambda$ and $\kappa^2=\varepsilon_a\sin^2\theta$. With $h$ the magnetic field times the vacuum impedance, Maxwell's equations are $\nabla\times E=ik_0h$ and $\nabla\times h=-ik_0\varepsilon E$.

For p light the $z$ component of the second equation gives $i\kappa k_0h_y=-ik_0\varepsilon_eE_z$, so

$$E_z=-\frac{\kappa h_y}{\varepsilon_e}.$$

This is the capacitor's screening again. The $y$ component of the first equation is $E_x'-i\kappa k_0E_z=ik_0h_y$, and the $x$ component of the second is $-h_y'=-ik_0\varepsilon_oE_x$. Eliminating $E_z$ gives

$$E_x'=ik_0\Big(1-\frac{\kappa^2}{\varepsilon_e}\Big)h_y,\qquad h_y'=ik_0\varepsilon_oE_x. \tag{1}$$

The coefficients are constant, so the matrix carrying $(E_x,h_y)$ across the film is the exponential of $ik_0d$ times the coefficient matrix. It depends on the film only through

$$\varepsilon_od\quad\text{and}\quad\Big(1-\frac{\kappa^2}{\varepsilon_e}\Big)d .$$

At one angle, p reflection thus has an exact degeneracy, whatever the thickness. At $60^\circ$ in air, $\kappa^2=0.75$. Take $d=1$ nm, $\varepsilon_o=9$, $\varepsilon_e=5$, and make the film 5 % thicker. The same $r_p$ results from $\varepsilon_o=9/1.05=8.571$ and $1-0.75/\varepsilon_e=0.85/1.05$, hence $\varepsilon_e=3.937$. With both thicknesses multiplied by 150, the two values of $r_p$ still agree to rounding error, while $r_s$ differs by 0.025. Other angles and s light can break this degeneracy; for a very thin film they do so incompletely.

## The p contribution

Let $Z=E_x/h_y$. From (1),

$$Z'=\frac{E_x'}{h_y}-\frac{E_xh_y'}{h_y^2}=ik_0\Big(1-\frac{\kappa^2}{\varepsilon_e}-\varepsilon_oZ^2\Big).$$

Define $q_j=\sqrt{\varepsilon_j-\kappa^2}$ and $Z_j=q_j/\varepsilon_j$ for $j=a,s$. The substrate holds only the transmitted wave, for which $h_y'=ik_0q_sh_y=ik_0\varepsilon_sE_x$, so $Z(d)=Z_s$. One step back through the film gives

$$Z(0)=Z_s-ik_0d\,B+O(d^2),\qquad B=1-\frac{\kappa^2}{\varepsilon_e}-\varepsilon_oZ_s^2 .$$

In the ambient, let $r_p$ be the ratio of reflected to incident $h_y$ at the front face. The reflected wave has the opposite sign of $E_x/h_y$, so $Z(0)=Z_a(1-r_p)/(1+r_p)$, or $r_p=(Z_a-Z)/(Z_a+Z)$ with $Z=Z(0)$. Its derivative with respect to $Z$ is $-2Z_a/(Z_a+Z)^2$. Therefore

$$\delta r_p=\frac{2ik_0d\,Z_a}{(Z_a+Z_s)^2}\Big(1-\frac{\kappa^2}{\varepsilon_e}-\varepsilon_oZ_s^2\Big). \tag{2}$$

The three terms can be weighed at $60^\circ$ for the film above on a substrate with $\varepsilon_s=2.25$. Here $Z_s^2=1.5/2.25^2=0.296$, so the bracket is $1-0.15-2.67$. The out-of-plane term is the smallest. It vanishes at normal incidence, where there is no normal field.

It helps to measure the film against the substrate material. Since $q_s^2=\varepsilon_s-\kappa^2$, we have $1=\kappa^2/\varepsilon_s+\varepsilon_sZ_s^2$. Inserting this into $B$ gives

$$dB=-Z_s^2\Gamma_\parallel-\kappa^2\Gamma_\perp, \tag{3}$$

$$\Gamma_\parallel=d(\varepsilon_o-\varepsilon_s),\qquad \Gamma_\perp=d\Big(\frac1{\varepsilon_e}-\frac1{\varepsilon_s}\Big).$$

## The s contribution

For s light the curl equations give $E_y'=-ik_0h_x$, $h_z=\kappa E_y$ and $h_x'=-ik_0(\varepsilon_o-\kappa^2)E_y$. With $W=-h_x/E_y$,

$$W'=-\frac{h_x'}{E_y}+\frac{h_xE_y'}{E_y^2}=ik_0(\varepsilon_o-\kappa^2-W^2).$$

At the substrate $W=q_s$, and $\kappa^2+q_s^2=\varepsilon_s$. Hence $W(0)=q_s-ik_0\Gamma_\parallel$ to first order. With $r_s=(q_a-W)/(q_a+W)$, the same differentiation as before gives $\delta r_s=2ik_0q_a\Gamma_\parallel/(q_a+q_s)^2$. Dividing by the bare value $(q_a-q_s)/(q_a+q_s)$ and using $q_a^2-q_s^2=\varepsilon_a-\varepsilon_s$,

$$\frac{\delta r_s}{r_s}=\frac{2ik_0q_a\Gamma_\parallel}{\varepsilon_a-\varepsilon_s}. \tag{4}$$

So s light supplies $\Gamma_\parallel$, which the angular dependence of $r_p$ already contains. If all media are transparent, complex $r_p$ and $r_s$ at all angles therefore yield, at first order, two real quantities for three unknowns.

The film that keeps both quantities while growing to $1.1$ nm has $\varepsilon_o=2.25+6.75/1.1=8.386$. For the normal direction, $1/\varepsilon_e=0.4444-0.2444/1.1=0.2222$, or $\varepsilon_e=4.5$. Over seven angles from $45^\circ$ to $75^\circ$ at $\lambda=600$ nm, the complex amplitudes of the two films, with phases referred to the front face of each film, differ by at most $3.4\times10^{-5}$. Halving both thicknesses reduces this by a factor of 4.00, as a second-order difference should.

## The ellipsometric ratio

Ellipsometry measures $\rho=r_p/r_s$. With the present definitions $\rho=-1$ for a bare substrate at normal incidence. A shift of the phase reference plane multiplies $r_p$ and $r_s$ by the same factor and drops out.

Away from the Brewster angle, where the bare $r_p$ is nonzero, $\delta\rho/\rho_0=\delta r_p/r_p-\delta r_s/r_s$, with $\rho_0$ the bare ratio. Dividing (2) by $(Z_a-Z_s)/(Z_a+Z_s)$ puts $Z_a^2-Z_s^2$ in the denominator. From $Z_j^2=1/\varepsilon_j-\kappa^2/\varepsilon_j^2$,

$$Z_a^2-Z_s^2=\frac{\varepsilon_s-\varepsilon_a}{\varepsilon_a\varepsilon_s}\,G,\qquad G=1-\kappa^2\Big(\frac1{\varepsilon_a}+\frac1{\varepsilon_s}\Big).$$

Because $Z_a\varepsilon_a=q_a$, combining this with (4) gives

$$\frac{\delta\rho}{\rho_0}=\frac{2ik_0q_a}{(\varepsilon_s-\varepsilon_a)G}\big[\varepsilon_sdB+G\,\Gamma_\parallel\big].$$

By (3) and $\varepsilon_sZ_s^2=1-\kappa^2/\varepsilon_s$, the bracket is

$$-\Big(1-\frac{\kappa^2}{\varepsilon_s}\Big)\Gamma_\parallel-\kappa^2\varepsilon_s\Gamma_\perp+\Big(1-\frac{\kappa^2}{\varepsilon_a}-\frac{\kappa^2}{\varepsilon_s}\Big)\Gamma_\parallel=-\frac{\kappa^2}{\varepsilon_a}\big(\Gamma_\parallel+\varepsilon_a\varepsilon_s\Gamma_\perp\big).$$

The terms without $\kappa^2$ cancel, and so do those with $\kappa^2/\varepsilon_s$. What remains has a single angular factor. Writing the bracket as $\kappa^2J/\varepsilon_a$ defines

$$J=d\Big(\varepsilon_a+\varepsilon_s-\varepsilon_o-\frac{\varepsilon_a\varepsilon_s}{\varepsilon_e}\Big). \tag{5}$$

To remove the apparent singularity at $G=0$, the Brewster condition, use $Z_a-Z_s=(Z_a^2-Z_s^2)/(Z_a+Z_s)$ and $q_a-q_s=(\varepsilon_a-\varepsilon_s)/(q_a+q_s)$ in $\rho_0$. This gives

$$\frac{\rho_0}{G}=-\frac{\varepsilon_a\varepsilon_s(q_a+q_s)^2}{(\varepsilon_sq_a+\varepsilon_aq_s)^2},$$

$$\delta\rho=-\frac{2ik_0q_a\kappa^2\varepsilon_s(q_a+q_s)^2}{(\varepsilon_s-\varepsilon_a)(\varepsilon_sq_a+\varepsilon_aq_s)^2}\,J. \tag{6}$$

Equation (6) holds at the Brewster angle too, by continuity. More angles reduce the noise in $J$, but at this order they add no further combination of film parameters.

For the example at $60^\circ$, $q_a=0.5$ and $q_s=1.225$. The factor multiplying $-ik_0J$ is $5.02/6.90=0.727$, so

$$\delta\rho=i(0.727)(0.01047\ \text{nm}^{-1})(6.20\ \text{nm})=0.0472\,i.$$

The full solution of Maxwell's equations gives $-0.0043+0.0468\,i$. The imaginary part agrees within 1 %. The real part is of higher order.

## Weighing the parts of $J$

For $\varepsilon_a=1$, $\varepsilon_s=2.25$ and $d=1$ nm,

$$J=(1+2.25-9-0.45)\ \text{nm}=-6.20\ \text{nm}.$$

The out-of-plane part is 0.45 nm in magnitude, and raising $\varepsilon_e$ without limit can change $J$ by no more than this. Small changes of the film give

$$\delta J=\frac Jd\,\delta d-d\,\delta\varepsilon_o+d\,\frac{\varepsilon_a\varepsilon_s}{\varepsilon_e^2}\,\delta\varepsilon_e. \tag{7}$$

A 1 % increase of $d$, $\varepsilon_o$ or $\varepsilon_e$ changes $J$ by $-0.062$, $-0.090$ or $+0.0045$ nm, respectively. If the fit keeps $J$ fixed, wrong inputs $\delta d$ and $\delta\varepsilon_o$ shift the fitted value by

$$\delta\varepsilon_e=\frac{\varepsilon_e^2}{\varepsilon_a\varepsilon_s}\Big(\delta\varepsilon_o-\frac Jd\frac{\delta d}{d}\Big).$$

The prefactor is $25/2.25=11.1$. A thickness 1 % too large gives $11.1\times6.20\times0.01=0.69$, and an $\varepsilon_o$ too large by 0.1 gives 1.11. Keeping the full dependence on $1/\varepsilon_e$ in (5), instead of its linear part, predicts $\varepsilon_e=5.79$ and $6.43$. Refits with the full Maxwell solution give 5.78 and 6.41. A thickness too large by only 0.01 nm thus raises the fitted $\varepsilon_e$ by about 16 %.

Large changes can be hidden as well. Halving $\varepsilon_e$ to 2.5 alters $\rho$ by up to $3.4\times10^{-3}$ over the seven angles. Reducing $d$ to 0.932 nm at the same time, which restores $J$, leaves $3.6\times10^{-4}$. Reducing $\varepsilon_o$ to 8.55 instead leaves $3.1\times10^{-4}$.

## Small weight and degeneracy are different

By (7), the response to $\varepsilon_e$ relative to that to $\varepsilon_o$ has magnitude $\varepsilon_a\varepsilon_s/|\varepsilon_e|^2$. Here it is 0.09. On a substrate with $\varepsilon_s=12$ it is 0.48, which is no longer small. For $\varepsilon_e=0.5$ on the original substrate, the response to $\varepsilon_e$ is $(5/0.5)^2=100$ times that at $\varepsilon_e=5$, in the limit of small thickness. Weak response is therefore not a general property of thin films. Near $\varepsilon_e=0$ the normal field is enhanced instead of screened, and the expansion then also requires $k_0d\,\kappa^2/|\varepsilon_e|$ to be small.

The degeneracy survives in all these cases, because a larger coefficient in $J$ does not turn one combination into three. When $d$ and $\varepsilon_o$ are known independently, a larger $\varepsilon_a\varepsilon_s/|\varepsilon_e|^2$ passes the error of $\varepsilon_o$ to $\varepsilon_e$ with a smaller factor. The error of $d$ also carries the factor $J/d$, which itself depends on the substrate. For a film with $\varepsilon_o=3$ and $\varepsilon_e=5$ in air, a thickness 1 % too large shifts $\varepsilon_e$ by only $0.02$ on $\varepsilon_s=2.25$, but by $-0.15$ on $\varepsilon_s=12$.

Absorption changes the count. For a transparent film on an absorbing substrate, $J$ is complex, with $\operatorname{Im}J=d\,(1-\varepsilon_a/\varepsilon_e)\operatorname{Im}\varepsilon_s$. This gives two real numbers for three real unknowns. If the film absorbs too, there are five real unknowns and still two real numbers.

## What higher orders add

For transparent media without total reflection, the factor multiplying $J$ in (6) is imaginary, so the first-order signal lies in $\operatorname{Im}\rho$. Reflectance does not supply the missing information at this order: the bare $r_p$ is real and $\delta r_p$ is imaginary, so $|r_p|^2$ has no term linear in $d$. At $45^\circ$ it changes by $5.2\times10^{-4}$ from a bare value of $8.5\times10^{-3}$, and the change falls fourfold when $d$ is halved.

The singular values of the sensitivity matrix show what the complete $\rho$ contains. Its columns are derivatives with respect to $\ln d$, $\ln\varepsilon_o$ and $\ln\varepsilon_e$; each singular value is the signal per unit change along one independent direction. They are $0.20$, $2.1\times10^{-3}$ and $1.9\times10^{-6}$. Halving $d$ divides them by 1.98, 3.97 and 7.93. The first two follow $d$ and $d^2$. The third behaves as $d^3$, which suggests that second order resolves only one further direction in this transparent example; that has not been derived here.

Let the real and imaginary parts of $\rho$ carry independent noise of standard deviation $10^{-4}$ at each of the seven angles. The linear standard error of $\varepsilon_e$ is then:

| Fitted with $\varepsilon_e$ | Error of $\varepsilon_e$ |
|---|---|
| nothing else | 0.06 |
| $d$ | 0.53 |
| $\varepsilon_o$ | 0.65 |
| $d$ and $\varepsilon_o$ | 246 |

The last entry is far outside the range of a linear estimate. It means that $\varepsilon_e$ is undetermined. With one companion parameter free, a second-order signal still limits the error, provided the model is accurate at that level: roughness or an interface layer can produce changes of similar size.

## Changing the surroundings

Equation (5) also shows how to lift the degeneracy at first order. In terms of $X=d$, $P=\varepsilon_od$ and $R=d/\varepsilon_e$,

$$J=(\varepsilon_a+\varepsilon_s)X-P-\varepsilon_a\varepsilon_sR .$$

Measure the film with $(\varepsilon_a,\varepsilon_s)=(1,2.25)$, $(1.77,2.25)$ and $(1,12)$. Subtracting the first equation from the other two removes $P$ and leaves coefficients $(0.77,-1.73)$ and $(9.75,-9.75)$ for $(X,R)$. These rows are not proportional, so $X$ and $R$ follow, then $P$, and finally $\varepsilon_e=X/R$.

With the same noise and angles for each pair, a joint fit with $d$ and $\varepsilon_o$ free has an error of 0.08 in $\varepsilon_e$. The joint fit uses three times as much data, but the gain over 246 comes mainly from the new combinations: repeating one configuration three times would reduce its error only by $\sqrt3$. The estimate assumes that the surroundings are known and that neither transfer nor immersion changes the film. The numerical output gives the values to more digits.

## Calculated quantities

```
wavelength 600 nm, thickness 1.0 nm
permittivities: ambient 1.0, substrate 2.25, eo 9.0, ee 5.0
K0*d = 0.01047, K0*d*eo = 0.0942
J = -6.200 nm
part of J from ee = -0.450 nm
worst relative error of expansions = 1.0e-08
60 deg: bare rho = 0.10102
60 deg: exact change of rho = -0.004305+0.046790j
60 deg: first-order change of rho = 0.000000+0.047224j
p twin at 60 deg only: d = 1.050 nm
  its eo = 8.571, its ee = 3.937
  r_p gap at 150 nm base = 7e-16
  r_s gap at 150 nm base = 0.0249
equal-excess film: d = 1.100 nm
  its eo = 8.386, its ee = 4.500
  largest gap in r_p, r_s = 3.36e-05
  gap ratio on halving thickness = 3.996
ee changed to 2.5: largest rho gap = 3.41e-03
  hidden by d = 0.9323 nm: gap = 3.60e-04
  hidden by eo = 8.550: gap = 3.14e-04
weight ee/eo, substrate 2.25 = 0.0900
weight ee/eo, substrate 12 = 0.4800
response gain, ee 0.5 against 5 = 100.00
d 1 % too large: linear shift of ee = 0.689
  finite first-order ee = 5.790, exact refit = 5.778
eo 0.1 too large: linear shift of ee = 1.111
  finite first-order ee = 6.429, exact refit = 6.409
singular values = 2.011e-01 2.143e-03 1.875e-06
ratios on halving d = 1.984 3.966 7.932
noise in each part of rho = 1e-04, angles = 7
error of ee, d and eo known = 0.060
error of ee, d free = 0.533
error of ee, eo free = 0.654
error of ee, d and eo free = 246.163
joint (ambient, substrate) pairs = [(1.0, 2.25), (1.77, 2.25), (1.0, 12.0)]
error of ee, joint, d and eo free = 0.077
45 deg: bare p reflectance = 0.008466
45 deg: its change with film = 5.156e-04
45 deg: change ratio on halving d = 3.998
```
